# Born charge tensors of the two titanium atoms in rutile

**Setting.** Rutile TiO$_2$ is tetragonal, with Cartesian axes $x,y,z$ along the cell edges $a,a,c$. In fractional coordinates the cell holds

- Ti1 at $(0,0,0)$ and Ti2 at $(\tfrac12,\tfrac12,\tfrac12)$;
- O1 at $(u,u,0)$ and O2 at $(-u,-u,0)$;
- O3 at $(\tfrac12+u,\tfrac12-u,\tfrac12)$ and O4 at $(\tfrac12-u,\tfrac12+u,\tfrac12)$, with $0<u<\tfrac12$.

The crystal is an undistorted, nonmagnetic insulator. Atomic units are used in the algebra, so the elementary charge is 1. The Born charge tensor of atom $\kappa$ is

$$Z_{\kappa,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}},$$

where $\Omega$ is the cell volume, $\mathbf P$ the polarization, and $\mathbf u_\kappa$ a displacement given to atom $\kappa$ in every cell. All other atoms stay fixed and the macroscopic electric field is zero. The first index belongs to the polarization, the second to the displacement.

## Part (a)

**Question.** A space-group operation $\{R|\mathbf t\}$ takes $\mathbf r$ to $R\mathbf r+\mathbf t$ and atom $\kappa$ to atom $\kappa'$. How are their Born tensors related?

**Answer.** To first order, displacing $\kappa$ by $\mathbf u$ changes the cell dipole by $\Omega\,\delta\mathbf P=Z_\kappa\mathbf u$. Apply the operation to this displaced crystal. The undisplaced crystal goes into itself, so the result is the same crystal with atom $\kappa'$ displaced by $R\mathbf u$. The polarization change is a vector and becomes $R\,\delta\mathbf P$. The translation $\mathbf t$ moves the whole crystal and does not alter this difference.

The rotated crystal also obeys the definition for $\kappa'$, so

$$R Z_\kappa\mathbf u=Z_{\kappa'}R\mathbf u\quad\text{for every }\mathbf u .$$

Hence $Z_{\kappa'}R=RZ_\kappa$. Multiplying from the right by $R^{-1}=R^{T}$ gives

$$Z_{\kappa'}=R\,Z_\kappa R^{T}.\tag{1}$$

The argument needs zero field because an applied field would single out a direction. It needs an insulator because $\delta\mathbf P$ must be a bulk property.

## Part (b)

**Question.** Find all operations that leave Ti1 in place, up to a lattice vector.

**Answer.** The tetragonal lattice allows 16 linear parts: $(x,y,z)\to(\pm x,\pm y,\pm z)$ and $(x,y,z)\to(\pm y,\pm x,\pm z)$, with independent signs. Since Ti1 is at the origin, $\mathbf t$ must be a lattice vector and can be set to zero.

O1 must land on an oxygen with $z=0$, which means O1 or O2. The images of $(u,u,0)$ are $(\pm u,\pm u,0)$, so the two in-plane signs must be equal. That leaves two choices for exchanging $x$ and $y$ or not, two for the common in-plane sign, and two for the sign of $z$: eight operations.

All eight are products of three:

$$m_z:\ z\to-z,\qquad m_d:\ x\leftrightarrow y,\qquad I:\ \mathbf r\to-\mathbf r .$$

Each is a symmetry of the whole crystal:

- $m_z$ changes $z=\tfrac12$ into $-\tfrac12$, which is equivalent to $\tfrac12$, so every atom is kept.
- $m_d$ keeps O1, O2 and both Ti atoms, and exchanges O3 with O4.
- $I$ exchanges O1 with O2. It sends O3 to $(-\tfrac12-u,-\tfrac12+u,-\tfrac12)$, which is O4 after adding $(1,1,1)$. It sends Ti2 to an equivalent Ti2.

This is the group $mmm$, with its axes along $[110]$, $[1\bar10]$ and $[001]$. The bonds show the same axes. Ti1 has two apical bonds to O1 and O2 along $[110]$, of length $\sqrt2\,ua$. Its other four neighbours are images of O3 and O4 at fractional positions $\pm(\tfrac12-u,\,u-\tfrac12,\,\pm\tfrac12)$, in the plane of $[1\bar10]$ and $[001]$. Making the two bond lengths equal would not enlarge the group, since the counting above used no lengths.

## Part (c)

**Question.** Find the most general Born tensor of Ti1 and its principal axes. Is its symmetry under transposition an assumption?

**Answer.** For an operation that fixes Ti1, equation (1) reads $Z=RZR^T$.

For $m_z$, $R=\mathrm{diag}(1,1,-1)$, and each component is multiplied by the signs of its two indices. Components with one index $z$ change sign, so

$$Z_{xz}=Z_{yz}=Z_{zx}=Z_{zy}=0 .$$

Five components remain. The mirror $m_d$ exchanges the labels $x$ and $y$ in both indices, so

$$Z_{xx}=Z_{yy},\qquad Z_{xy}=Z_{yx}.$$

Inversion has $R=-1$ and gives $Z=(-1)Z(-1)=Z$, which is no condition. The other site operations are products of these three and add nothing. Therefore

$$Z_{\rm Ti1}=\begin{pmatrix}A&B&0\\B&A&0\\0&0&C\end{pmatrix}.\tag{2}$$

The three constants are independent as far as the site group is concerned. A Born tensor is a mixed derivative of the energy with respect to a field and a displacement, two different quantities, so exchanging its indices is not a general symmetry. Here $Z_{xy}=Z_{yx}$ follows from $m_d$; with $m_z$ alone the two could differ.

For the principal axes, act on the diagonal directions:

$$Z_{\rm Ti1}\begin{pmatrix}1\\1\\0\end{pmatrix}=(A+B)\begin{pmatrix}1\\1\\0\end{pmatrix},\qquad
Z_{\rm Ti1}\begin{pmatrix}1\\-1\\0\end{pmatrix}=(A-B)\begin{pmatrix}1\\-1\\0\end{pmatrix}.$$

The third principal value is $C$, along $z$. Thus $B$ is half the difference between the response along the apical bonds and the response along $[1\bar10]$.

As a limiting case, suppose the site also had a fourfold axis along $z$. The rotation $x\to y$, $y\to-x$ turns $Z_{xy}$ into $-Z_{yx}=-B$, so invariance would demand $B=-B=0$. Rutile lacks this axis at the Ti site, so $B$ is allowed. Symmetry does not say how large it is.

## Part (d)

**Question.** Show that the $xy$ component has opposite signs on the two Ti atoms, and that this does not depend on the operation used to connect them.

**Answer.** Consider the fourfold screw operation

$$S:\ (x,y,z)\to(-y+\tfrac12,\;x+\tfrac12,\;z+\tfrac12).$$

It takes Ti1 to Ti2, and Ti2 to $(0,1,1)$, which is equivalent to Ti1. It takes O1 to O4 and O2 to O3. It takes O3 to $(u,1+u,1)$, equivalent to O1, and O4 to $(-u,1-u,1)$, equivalent to O2. So $S$ is a symmetry. Its linear part gives

$$R=\begin{pmatrix}0&-1&0\\1&0&0\\0&0&1\end{pmatrix},\qquad
RZ_{\rm Ti1}=\begin{pmatrix}-B&-A&0\\A&B&0\\0&0&C\end{pmatrix}.$$

Multiplying from the right by $R^T$ makes the new first column minus the old second column, and the new second column the old first column:

$$Z_{\rm Ti2}=RZ_{\rm Ti1}R^T=\begin{pmatrix}A&-B&0\\-B&A&0\\0&0&C\end{pmatrix}.\tag{3}$$

Thus $Z_{xy}({\rm Ti2})=-Z_{xy}({\rm Ti1})$, and the signs are opposite whenever $B\neq0$.

Let $T$ be any other operation that takes Ti1 to Ti2. Then $S^{-1}T$ takes Ti1 to itself, so $T=Sg$ with $g$ a site operation. Since $g$ leaves $Z_{\rm Ti1}$ unchanged, $T$ gives the same $Z_{\rm Ti2}$.

The geometrical content is that the oxygen octahedron around Ti2 is turned by $90^\circ$ about $z$. Along $[110]$, $[1\bar10]$, $[001]$ the principal values are $(A+B,A-B,C)$ for Ti1 and $(A-B,A+B,C)$ for Ti2.

Which atom carries $+B$ depends on the description. Exchanging the names of the Ti atoms, or reversing the $x$ axis alone, exchanges the signs. The relative sign survives both changes.

## Part (e)

**Question.** What does the acoustic sum rule say about $A$, $B$ and $C$? Find the dipole when the Ti atoms move along $x$ by equal or by opposite amounts with the oxygens fixed. What goes wrong if the tensor of Ti1 is copied to Ti2?

**Answer.** Moving every atom by the same vector shifts a neutral crystal rigidly and leaves its polarization unchanged. Hence $\sum_\kappa Z_\kappa=0$.

O1 is also kept by $m_z$ and $m_d$, so by the steps of part (c) its tensor has the form (2), with constants $p,q,r$ in place of $A,B,C$. Inversion gives O2 the same tensor. The screw gives O3 and O4 the constants $p,-q,r$. The sum rule becomes

$$2A+4p=0,\qquad 2C+4r=0,\qquad (B-B)+(2q-2q)=0 .$$

So $p=-A/2$ and $r=-C/2$. The $xy$ equation is satisfied identically and relates neither $B$ to $q$ nor either of them to zero.

For Ti displacements $\mathbf v_1$ and $\mathbf v_2$ along $x$, the cell dipole is

$$d_x=A(v_{1x}+v_{2x}),\qquad d_y=B(v_{1x}-v_{2x}).$$

Equal shifts $s$ give $d_x=2As$ and $d_y=0$. Opposite shifts $+s$ and $-s$ give $d_x=0$ and

$$d_y=2Bs.\tag{4}$$

A motion along $x$ with no net Ti displacement thus polarizes the crystal along $y$. In a real vibration the oxygens move too, and their terms must be added.

If the Ti1 tensor were copied to Ti2 unrotated, the formula would become $d_y=B(v_{1x}+v_{2x})$. Equal shifts would give a false dipole $2Bs$, opposite shifts would give none, and with correct oxygen tensors the $xy$ sum rule would fail by $2B$.

## Part (f)

**Question.** A tight-binding model has Ti $3d$ and O $2p$ orbitals centred on the atoms, with a position operator diagonal in these orbitals. Derive its Born charge, separating the static charge from charge transfer.

**Answer.** Let $|n\rangle$ be an occupied Bloch eigenvector at wavevector $\mathbf k$, with the phases of the orbitals fixed at their undisplaced positions $\mathbf r_i^0$. Let $w_i$ be the population of orbital $i$ per spin. The summed electron position per cell and spin is, up to lattice vectors,

$$X_\alpha=\Big\langle\sum_n i\langle n|\partial_\alpha n\rangle\Big\rangle_{\mathbf k}+\sum_i (r_i-r_i^0)_\alpha w_i ,$$

where $\partial_\alpha=\partial/\partial k_\alpha$ and the brackets average over the Brillouin zone. The second term corrects for orbitals that have moved.

Let $\lambda=u_{\kappa\beta}$ and differentiate at $\lambda=0$. The second term gives $\delta_{\alpha\beta}$ times the population of atom $\kappa$ per spin. For the first,

$$\partial_\lambda\big(i\langle n|\partial_\alpha n\rangle\big)=i\langle\partial_\lambda n|\partial_\alpha n\rangle-i\langle\partial_\alpha n|\partial_\lambda n\rangle+\partial_\alpha\big(i\langle n|\partial_\lambda n\rangle\big).$$

Summed over the occupied bands, the last term is the $k$ derivative of a periodic function and averages to zero. The first two are $i$ times a number minus its complex conjugate, which is $-2$ times its imaginary part. First-order perturbation theory for both derivatives then gives the transfer part

$$D_{\alpha\beta}=-2\,\mathrm{Im}\Big\langle\sum_{n}^{\rm occ}\sum_{m}^{\rm empty}\frac{\langle n|\partial_\lambda H|m\rangle\langle m|\partial_\alpha H|n\rangle}{(E_n-E_m)^2}\Big\rangle_{\mathbf k}.$$

Terms with both states occupied cancel in pairs: exchanging $n$ and $m$ turns the product into its complex conjugate.

Electrons have charge $-1$ and two spins. With core charge $Q_\kappa$ and total population $n_\kappa$,

$$Z_{\kappa,\alpha\beta}=(Q_\kappa-n_\kappa)\,\delta_{\alpha\beta}-2D_{\alpha\beta}.\tag{5}$$

The first term carries the static charge along with the atom. The second is the charge that flows between atoms as the hoppings change.

## Part (g)

**Question.** Take $a=4.60$ Å, $c=2.96$ Å, $u=0.305$ and a $d$ level 3.0 eV above the $p$ level. The $pd\sigma$ and $pd\pi$ hoppings are $-2.0$ and 1.0 eV at 1.95 Å and fall as the power $-3.5$ of distance; they are kept only between each Ti and its six nearest oxygens, O–O hopping is absent, and the core charge $Q_\kappa$ is 4 for both Ti and O. Equation (5) then gives $A=7.107$, $B=0.308$, $C=8.546$ and a static Ti charge of 1.957, all in units of $e$. Interpret these numbers, find the polarization for opposite Ti shifts of 0.01 Å along $x$, and judge which conclusions are reliable.

**Answer.** The principal values of Ti1 are $A+B=7.41$ along its apical bonds, $A-B=6.80$ along $[1\bar10]$, and 8.55 along $c$. Charge transfer supplies $7.107-1.957=5.15$ of $A$ and 6.59 of $C$, so it dominates both.

The computed Ti2 tensor has $xy$ component $-0.308$, although no relation between the two Ti tensors was put into the model. For O1 the $xy$ component is $-2.638$, much larger in magnitude than $B$, while $p=-3.553$ agrees with $-A/2$. This illustrates that the sum rule ties $p$ to $A$ but leaves $q$ free.

With $s=0.01$ Å, equation (4) gives

$$d_y=2(0.308)(0.01)\approx0.0062\ e\,\text{Å}.$$

The cell volume is $4.60^2\times2.96=62.6$ Å$^3$, and $1\ e/\text{Å}^2=1602$ µC/cm$^2$. Hence

$$P_y=\frac{0.00615}{62.6}\times1602\approx0.157\ \text{µC/cm}^2,$$

using the less rounded dipole 0.00615 $e$ Å.

A separate calculation displaced the atoms by $\pm0.005$ Å and took the change of the Berry phase. For opposite motion its slope $d_y/s$ was 0.6065 $e$, against 0.6064 $e$ from equation (5) on the matching $k$ mesh. That mesh has only 6 points along $z$. Refining it to 14 points along $z$ raises the slope to 0.615 $e$, the converged value of $2B$, while refining it along $x$ leaves the slope unchanged.

**Comparison with real rutile.** The geometry and the 3 eV gap are roughly those of rutile; the hoppings are round choices. First-principles charges for rutile are roughly 6 for $A$, between 7 and 8 for $C$, and of order 1 for $|B|$. The model is therefore somewhat high in $A$ and $C$, and its $B$ is small. Its neglected terms show how fragile $B$ is:

- Continuing the Ti–O power law to farther oxygen shells moves $B$ between 0.25 and 0.47 for cutoffs from 3.5 to 6 Å, and $A$ and $C$ by up to 0.24.
- O–O hopping of 0.4 eV ($\sigma$) and $-0.1$ eV ($\pi$) at 2.8 Å, falling as the power $-2$ of distance and cut at 3.15 Å, changes $A,B,C$ by 0.58, 0.09 and 0.36. It also narrows the gap to about 1.9 eV, and with a cutoff of 4 Å the changes in $A$ and $C$ grow to 0.92 and 0.56.
- A moving Ti ion also shifts the oxygen levels electrostatically. Unscreened, this changes $B$ by 1.33, over four times its original value. Divided by a rough optical dielectric constant of 7, the change is 0.19, still about 60% of $B$. A macroscopic constant is a crude guide at bond distances.

The polarization above is thus an estimate of scale only. The relation $B\to-B$ held in the O–O calculation and in the unscreened one, as equation (3) requires. On-site dipoles, further orbitals and full self-consistency are not included; they too can change the constants but not the symmetry form.

Thermal excitation across the gap is negligible at 300 K, where half the gap is 58 times $kT$. Real films and devices more readily break the assumption of perfect site symmetry, through defects or distortion. When the O1 sublattice was shifted by $(0.05,0.02,0.03)$ Å, the Ti1 tensor departed from the nearest tensor of form (2) by up to 0.050 $e$, about 16% of the undistorted $B$. This measures only the loss of the symmetry form; the constants $A$, $B$ and $C$ of that nearest tensor also change, and $B$ falls by about 0.2 $e$, roughly two thirds of its undistorted value. In such a crystal each Ti tensor has to be computed separately, or related by the operations that remain. The numerical output lists the full tensors of Ti1, Ti2 and O1 for the undistorted crystal.

## Numbers as computed

```
cell a, c (angstrom): 4.60, 2.96
oxygen parameter u: 0.305
apical, other Ti-O bond (angstrom): 1.984, 1.949
d level above p level (eV): 3.0
pd sigma, pd pi hopping (eV): -2.0, 1.0
pd reference length (angstrom), decay power: 1.95, 3.5
site operations, exchange operations: 8, 8
free constants in the Ti tensor: 3
Born tensor of Ti1 (e), rows x y z:
     7.107     0.308     0.000
     0.308     7.107     0.000
     0.000     0.000     8.546
Born tensor of Ti2 (e), rows x y z:
     7.107    -0.308     0.000
    -0.308     7.107     0.000
     0.000     0.000     8.546
Born tensor of O at (u,u,0) (e), rows x y z:
    -3.553    -2.638     0.000
    -2.638    -3.553     0.000
     0.000     0.000    -4.273
Ti1 along [110], [1-10], c (e): 7.414, 6.799, 8.546
static Ti charge (e): 1.957
charge-transfer part of A, C (e): 5.149, 6.589
k meshes compared: (10, 10, 12), (14, 14, 16)
largest mesh shift of any component (e): 9.6e-06
largest symmetry error, all atoms (e): 9.9e-12
largest sum-rule error (e): 3.9e-14
form error in distorted control (e): 0.050
Z_xx of Ti1, Berry / response, matched mesh (e): 7.1049 / 7.1050
opposed-motion slope, Berry / response (e): 0.6065 / 0.6064
opposed Ti shifts along x (angstrom): 0.01
cell dipole along y (e angstrom): 0.00615
polarization along y (uC/cm2): 0.1574
O-O sigma, pi hopping at 2.8 angstrom (eV): 0.4, -0.1
change of A, B, C by O-O hopping (e): 0.580, 0.090, 0.359
change by bare level shifts (e): -0.164, 1.335, -0.000
rough optical dielectric constant: 7
change by screened level shifts (e): -0.023, 0.191, -0.000
model gap (eV): 3.000
gap / (2 kT) at 300 K: 58.0
```
